# Mixing Weight and Stopping Threshold for Electrothermal Iteration Near Thermal Runaway

## Definitions and conventions

Electronic-structure programs offer two controls for a self-consistent loop: a linear mixing weight $\omega$ and a threshold on the last step. Here the same controls act on the temperature of a current-carrying metal line. Resistivity sets the heat, heat sets the temperature, and temperature sets the resistivity:

$$\theta^{n+1}=\theta^n+\omega\,[F(\theta^n)-\theta^n].$$

$F$ is one pass through the electrical and then the thermal equations; $\omega=1$ is the plain iteration.

The line has length $L$, cross-section $A$ and $N$ cells of length $\Delta x=L/N$. Temperature is an energy $k_BT$, with ambient value $\tau_0$, and $\theta_i$ is the rise in cell $i$. Both ends are held at ambient temperature. The substrate removes the power $g\theta$ per unit length. The resistivity is

$$\rho(\theta)=\rho_0\left[1+\frac{\theta}{\tau_0}+b\frac{\theta^2}{\tau_0^2}\right],\qquad b\ge0 .$$

The thermal conductivity is held at its ambient Wiedemann-Franz value, $\kappa=\pi^2\tau_0/(3\rho_0)$. For $b=0$, $\rho$ is proportional to $k_BT$ and that law gives a constant $\kappa$; for $b>0$ it would make $\kappa$ fall as the line warms, so the constant value used here overstates the cooling by conduction and hence the runaway current. Melting, electromigration and heating of the surroundings are left out.

The algebra uses $\hbar=e=k_B=1$. Numbers are in eV and Å, so current is in eV $e/\hbar$, resistivity in Å (times $\hbar/e^2$) and power in eV²/$\hbar$. The example has round model parameters: $A=200\times400$ Å², $L=20000$ Å, $\rho_0=0.1$ Å, $\tau_0=0.026$ eV, $g=0.001$ eV/($\hbar$ Å), $b=0.2$ and $N=80$. They give $\kappa=0.855$ eV/($\hbar$ Å).

## One pass of the loop

Cell $i$ has resistance $f_i=\rho(\theta_i)\Delta x/A$. Neighbouring cell centres are joined by two half-cells in series, with conductance $1/(f_i/2+f_{i+1}/2)$. Charge conservation makes the current $I$ the same through every face, so the two halves of a cell dissipate

$$I^2f_i/2+I^2f_i/2=I^2f_i .$$

The sum is $I^2\sum_if_i=IV$, the power supplied.

With $k=\kappa A/\Delta x$, the heat balance of an interior cell is

$$k(2\theta_i-\theta_{i-1}-\theta_{i+1})+g\Delta x\,\theta_i=I^2f_i .$$

An end cell is half a cell from its wall, so the wall link has conductance $2k$ and the conduction term becomes $k(3\theta_1-\theta_2)$, similarly at the other end. In matrix form $K\theta=I^2f(\theta)$, and under current drive $F(\theta)=I^2K^{-1}f(\theta)$.

Two properties of $K$ are needed. First, it is symmetric and positive definite, since

$$\theta^TK\theta=k\sum_i(\theta_{i+1}-\theta_i)^2+2k(\theta_1^2+\theta_N^2)+g\Delta x\sum_i\theta_i^2 .$$

Second, $K^{-1}$ has positive entries. Let $K\theta=h$ with $h\ge0$ and $h\neq0$, and suppose the smallest $\theta_i$ is not positive. Every term on the left of that cell's balance is then at most zero, so all vanish: $\theta_i=0$ and its neighbours are equal to it. Repeating this along the line gives $\theta=0$, which contradicts $h\neq0$.

## Contraction factor and stability in time

Near a steady state let $\epsilon$ be the deviation and $D$ the diagonal matrix of $f'_i=df_i/d\theta_i$. The plain iteration gives $\epsilon^{n+1}=I^2K^{-1}D\epsilon^n$, with modes

$$I^2Dv=\mu Kv .$$

Setting $w=K^{1/2}v$ turns this into $K^{-1/2}I^2DK^{-1/2}w=\mu w$. That matrix is symmetric and positive definite, so every $\mu$ is real and positive. The largest is

$$r=\max_v\frac{v^TI^2Dv}{v^TKv}.$$

Its vector $\varphi$ can be taken positive. Replacing $v$ by $|v|$ keeps the numerator and cannot raise the denominator, because the off-diagonal entries of $K$ are not positive. Then $\varphi=r^{-1}I^2K^{-1}D\varphi$ is strictly positive.

Let the electrical response be instantaneous and let $M$ be the diagonal matrix of positive heat capacities. Then

$$M\dot\epsilon=-(K-I^2D)\epsilon .$$

With $y=M^{1/2}\epsilon$ the matrix on the right becomes symmetric, and all deviations decay if and only if $K-I^2D$ is positive definite. Since

$$v^T(K-I^2D)v=v^TKv\left[1-\frac{v^TI^2Dv}{v^TKv}\right],$$

this is the condition $r<1$. Under current drive, local convergence of the plain iteration and thermal stability are therefore the same condition, whatever the heat capacities.

**Mixing under current drive.** A mode is multiplied per pass by $1-\omega(1-\mu)$. If $\mu>1$ this exceeds 1 for every $\omega>0$, so damping cannot stabilize the state. If $r<1$, a weight below 1 slows the leading mode. A weight above 1 can help: for $0<\mu\le r$ the factors lie between $1-\omega$ and $1-\omega(1-r)$. Making these ends equal in size, $\omega-1=1-\omega(1-r)$, gives

$$\omega=\frac{2}{2-r},\qquad \text{factor at most }\frac{r}{2-r}.$$

Near $r=1$ the gap to 1 is then $2(1-r)/(2-r)\approx2(1-r)$, about twice that of the plain iteration. This is a local result, and the safe behaviour of a cold start is shown next only for $\omega\le1$.

## What a cold start finds

Start from $\theta^0=0$ with $\omega=1$. Then $\theta^1=F(0)>0$. Both $f$ and $K^{-1}$ preserve order, so $\theta^n\ge\theta^{n-1}$ implies $\theta^{n+1}\ge\theta^n$. If $\Theta$ is a steady state, $\theta^n\le\Theta$ implies $\theta^{n+1}\le F(\Theta)=\Theta$. The iterates rise to the coolest steady state, or grow without bound if there is none. For $0<\omega<1$ the map $(1-\omega)\theta+\omega F(\theta)$ also preserves order, and the argument is unchanged.

The current has an upper limit. Let $\lambda_0$ be the lowest eigenvalue of $K$, with positive eigenvector $\chi$ scaled to $\sum_i\chi_i=1$, and let $m=\sum_i\chi_i\theta_i/\tau_0$. Multiply the steady equation by $\chi^T$. Since the average of a square is at least the square of the average,

$$\lambda_0\tau_0m\ge I^2\frac{\rho_0\Delta x}{A}(1+m+bm^2).$$

Define $I_c^2=\lambda_0\tau_0A/(\rho_0\Delta x)$. The inequality requires $I<I_c$ and, for $b>0$, $m\le I_c^2/(bI^2)$. Steady states thus stay bounded as the current approaches the largest value $I^*$ that permits them, and their limit is a steady state at $I^*$.

Below $I^*$ the coolest state has $r<1$. Let $\Theta$ be a steady state at a larger current $I'$. It bounds the cold-start iterates at $I$, because $I^2K^{-1}f(\Theta)\le\Theta$, so the coolest state $\theta$ at $I$ obeys $\theta\le\Theta$. Since $f$ is convex,

$$K(\Theta-\theta)=I'^2f(\Theta)-I^2f(\theta)>I^2[f(\Theta)-f(\theta)]\ge I^2D(\Theta-\theta).$$

Multiply by $\varphi^T$ and use $\varphi^TK=I^2\varphi^TD/r$:

$$\left(\frac1r-1\right)I^2\varphi^TD(\Theta-\theta)>0 .$$

The factor after the bracket is positive, hence $r<1$. By continuity $r\le1$ at $I^*$. If $r$ were below 1 there, $K-I^2D$ would be invertible and the state would continue to larger currents. So $r=1$ at $I^*$ when $b>0$.

## Linear resistivity

For $b=0$, $D$ is $\rho_0\Delta x/(A\tau_0)$ times the unit matrix, so $r=I^2\rho_0\Delta x/(A\tau_0\lambda_0)$, that is

$$r=(I/I_c)^2 .$$

To find $\lambda_0$, try $\theta_i=\sin[\pi(i-\tfrac12)/N]$. It satisfies $\theta_0=-\theta_1$, which turns the end term $3\theta_1-\theta_2$ into the interior form; the other end works alike. All its entries are positive, so it is not orthogonal to $\chi$ and must belong to $\lambda_0$. The identity $2\sin x-\sin(x-q)-\sin(x+q)=4\sin^2(q/2)\sin x$ with $q=\pi/N$ gives

$$I_c^2=\frac{A\tau_0}{\rho_0}\left[g+\frac{4\kappa A}{\Delta x^2}\sin^2\frac{\pi}{2N}\right]\to\frac{A\tau_0}{\rho_0}\left[g+\frac{\pi^2\kappa A}{L^2}\right]$$

for many cells. In the example $A\tau_0/\rho_0=20800$ eV Å and the bracket is $0.00100+0.00169=0.00269$ eV/Å, so $I_c\approx7.48$ eV $e/\hbar$. At $I=5$ the formula gives $r=0.447$, and the step ratio of the iteration agrees.

In a long line $g$ dominates and $I_c$ does not depend on length. In a short line conduction to the ends dominates. Inserting $\kappa$ then gives $I_c=\pi^2A\tau_0/(\sqrt3\rho_0L)$, so $I_c$ times the ambient resistance $\rho_0L/A$ is $\pi^2\tau_0/\sqrt3$, independent of $\rho_0$ and the geometry. This rests on $\rho$ being proportional to temperature. With a temperature-independent part, as in narrow lines, $\rho=\rho_0(1+s\theta/\tau_0)$ with $s<1$; the same constant $\kappa$ then gives $\pi^2\tau_0/\sqrt{3s}$, so the value depends on the material.

## Convex resistivity: the square-root law

For $b>0$ write $I^2=I^{*2}(1-\eta)$ with small $\eta>0$. Evaluate $f,f',f''$ and $\varphi$ at the state $\theta^*$ reached at $I^*$, and let $\delta=\theta-\theta^*$. Subtracting the two steady equations and expanding $f$, which is quadratic, gives

$$(K-I^{*2}D)\delta=\tfrac12I^{*2}f''\delta^2-\eta I^{*2}f(\theta),$$

with products taken cell by cell. The matrix on the left annihilates $\varphi$. It annihilates no other direction, because in a tridiagonal matrix with nonzero off-diagonal entries the first component of a null vector fixes the rest. Hence $\delta=a\varphi$ plus terms of order $\eta$. Multiplying by $\varphi^T$ removes the left side:

$$\tfrac12a^2\sum f''\varphi^3=\eta\sum f\varphi .$$

The cooler state has $a<0$. The quotient defining $r$ is stationary at $\varphi$, so to first order only the change of $D$, $a f''\varphi$, matters; the change of $I^2$ is of order $\eta\sim a^2$. With $\varphi^TK\varphi=I^{*2}\sum f'\varphi^2$,

$$1-r=|a|\frac{\sum f''\varphi^3}{\sum f'\varphi^2}=C\sqrt\eta,\qquad C=\frac{\sqrt{2\sum f\varphi\,\sum f''\varphi^3}}{\sum f'\varphi^2}.$$

A single cell serves as a check. With $u=\theta/\tau_0$ and $P=1+u+bu^2$, the steady equation is $u=qP$, where $q\propto I^2$, and $r=qP'$. At the fold $qP'=1$, so $P=uP'$, which gives $bu^2=1$. Then $P=2+1/\sqrt b$, $P'=1+2\sqrt b$, $P''=2b$, and

$$C=\frac{\sqrt{4b(2+1/\sqrt b)}}{1+2\sqrt b}=\frac{2b^{1/4}}{\sqrt{1+2\sqrt b}} .$$

For $b=0.2$ this is 0.972; the full line has 0.984. With $I^2$ 1% below its limit, the line has $1-r=0.098$, where the linear law would give 0.01 at the same relative distance from its own limit. The resistivity law must therefore be known before $r$ is read as a safety margin.

## Reading the margin from the loop

The ratio of successive steps tends to $r$. It should be read when steps are small enough for linearization but far above rounding error, here at about $10^{-8}$ eV. The plain iteration from a cold start gives:

| $I$ (eV $e/\hbar$) | peak rise (eV) | $r$ |
|---|---|---|
| 2 | 0.0024 | 0.074 |
| 3 | 0.0062 | 0.174 |
| 4 | 0.0133 | 0.337 |
| 5 | 0.0315 | 0.634 |

At $I=5$ the voltage is 0.244 eV/$e$, against $5\times0.025=0.125$ for the cold resistance. About 66% of the heat leaves through the ends.

By the square-root law $(1-r)^2$ is linear in $I^2$ near the limit and vanishes at $I^{*2}$. Two safe runs then give an estimate of the runaway current. From $I=4$ and $I=5$, $(1-r)^2$ is 0.4393 and 0.1336, so

$$I^{*2}\approx25+\frac{0.1336\times(25-16)}{0.4393-0.1336}=28.93,\qquad I^*\approx5.379 .$$

Following the steady states through their largest current gives $I^*=5.384$ eV $e/\hbar$, or 1.31 mA; the extrapolation is 0.1% low relative to this. The square-root law alone does not promise such accuracy, since at $I=4$ the value of $I^2$ is 45% below its limit. For one cell, solving $u=qP$ for the cooler state gives $r=qP'=1-\sqrt{(1-q)^2-4bq^2}$, so $(1-r)^2=1-2q+(1-4b)q^2$. This is exactly linear in $I^2$ at $b=1/4$, and $b=0.2$ is close to that. For other resistivity laws both runs should lie nearer the limit. Integrating the continuous heat equation from the centre to the end gives 5.385. The peak temperature at $I^*$ is about 1120 K. It is finite, unlike in the linear law, where the rise diverges as $I\to I_c$.

These values are limits of the model, not ratings for a real line. In this cross-section 1.31 mA is a current density of $1.6\times10^8$ A/cm², at which electromigration, left out here, cannot be ignored. At the peak temperature the Wiedemann-Franz law would also give a conductivity about 28% below the constant value used.

## Choosing the threshold

Let $e_n$ be the remaining error and $\Delta_n$ the last step. In the leading mode of the plain iteration $e_n=re_{n-1}$ and $\Delta_n=e_{n-1}-e_n$, so

$$e_n=\frac{r}{1-r}\Delta_n .$$

With mixing, $r$ is replaced by $1-\omega(1-r)$. To reach an error $e$, the plain iteration needs a threshold $e(1-r)/r$. At $I=5$ a last step of $8.93\times10^{-6}$ eV gives $1.736\times8.93\times10^{-6}=1.55\times10^{-5}$ eV, which is the error found.

Just above runaway a small step can be wholly misleading. Let $I^2=I^{*2}(1+\eta)$ and $\theta^n\approx\theta^*+a_n\varphi$. Multiply $K(\theta^{n+1}-\theta^n)=I^2f(\theta^n)-K\theta^n$ by $\varphi^T$. The expansion used above, with the sign of $\eta$ reversed, gives

$$a_{n+1}-a_n=p+ca_n^2,\quad p=\eta\frac{\sum f\varphi}{\sum f'\varphi^2},\quad c=\frac{\sum f''\varphi^3}{2\sum f'\varphi^2}.$$

Here $pc=C^2\eta/4$. Steps are small in this region, so the sum over passes may be replaced by an integral:

$$n\approx\int_{-\infty}^{\infty}\frac{da}{p+ca^2}=\frac{\pi}{\sqrt{pc}}=\frac{2\pi}{C\sqrt\eta}.$$

For $\eta=10^{-4}$ this is 639 passes; the iteration escaped after 637. Equally far below $I^*$ it converged, in 1033 passes with a threshold of $10^{-9}$ eV.

The smallest step above $I^*$ is $p\varphi$. For one cell it equals $\eta\tau_0P/P'=\eta\tau_0u$, which is $\eta$ times the temperature rise at the fold. In the line this rule gives $10^{-4}\times0.0453=4.5\times10^{-6}$ eV for the mean step, as found. A threshold of $10^{-5}$ eV on the mean step would thus report a steady state where none exists. To resolve a relative margin $\eta$ in $I^2$, the threshold must lie well below $\eta$ times the expected rise.

The step ratio gives a second safeguard. In the slow region it is

$$\frac{a_{n+2}-a_{n+1}}{a_{n+1}-a_n}=1+c(a_{n+1}+a_n),$$

which climbs through 1 as $a$ changes sign. Near a stable state it settles at $r<1$. A small step should be accepted only once the ratio has stopped changing at a value below 1. A ratio that is below 1 but still climbing is not enough, since it may go on to pass 1. The climb can be slow, only about $2pc=C^2\eta/2$ per pass where the steps are smallest, so the ratio must be compared over many passes.

## Voltage drive: when damping is the cure

At fixed $V$ the current is $V/R$ with $R=\sum_if_i$, and the heat in cell $i$ is $V^2f_i/R^2$. Its derivative is

$$\frac{\partial h_i}{\partial\theta_j}=I^2f'_i\delta_{ij}-\frac{2I^2f_if'_j}{R}.$$

The second term is new: warming any cell lowers the current everywhere. For one cell $R=f$, and the factor per pass changes from $r=I^2f'/K$ to $r-2r=-r$. The time equation has $K+I^2f'>0$, so the state is stable, yet the plain iteration oscillates away from it if $r>1$. Since $r=uP'/P$, this requires $bu^2>1$; with linear resistivity one cell always has $r=u/(1+u)<1$. Mixing gives the factor $1-\omega(1+r)$, which converges for $\omega<2/(1+r)$.

The one-cell argument does not cover uneven temperature changes, so the line was examined at a state with twice the mean rise of the fold. Its peak rise is 0.144 eV, about 1980 K, above the melting points of copper and aluminium, so it illustrates the iteration and not a working line. There $r=1.33$ under current drive. Under voltage drive, with equal heat capacities in all cells, all deviations decay in time, while the lowest factor of the iteration is $-1.22$. Started 1% away, the plain iteration had not converged after 300 passes. With $\omega=0.5$ that factor becomes $1-0.5\times2.22=-0.11$, and from this symmetric start the loop converged in 24 passes. The rate is then set by the other modes: a factor $\mu$ between 0 and 1 becomes $(1+\mu)/2$, which exceeds 0.5. Under current drive the same weight, started 1% too hot, ran away.

Deviations that leave $R$ unchanged need a separate look. One that warms one half of a symmetric profile and cools the other equally evolves as under current drive. In this uniform line its factor is below 1, as the continuous equation $\kappa A\,\theta''=g\theta-I^2\rho/A$ shows. Followed inward from one end, the profile rises to its first turning point and then retraces itself, so it has a single hump at the centre, $x=0$. Hence $s=-\theta'$ vanishes at the centre and is positive for $0<x\le L/2$. With $\rho_\theta=d\rho/d\theta$, differentiating the equation gives

$$\kappa A\,s''=(g-I^2\rho_\theta/A)\,s .$$

The odd mode $v$ with the largest factor $\mu$ obeys the same equation with $\rho_\theta$ replaced by $\rho_\theta/\mu$. It vanishes at $x=0$ and $x=L/2$ and can be taken positive between them. Multiplying its equation by $s$, subtracting $v$ times the equation for $s$ and integrating over the half-line gives

$$\kappa A\,s(L/2)\,v'(L/2)=\frac{I^2}{A}\left(1-\frac1\mu\right)\int_0^{L/2}\rho_\theta\,s\,v\,dx .$$

The left side is negative, so $\mu<1$. For deviations that do change $R$, stability is shown only for this example, a line about 2.4 thermal lengths $\sqrt{\kappa A/g}$ long, and it does not hold in general. In a line many thermal lengths long the hot state becomes a local hot spot that carries only part of $R$. The feedback through the current is then weaker, and the state can be unstable under voltage drive as well, with a factor above 1 that no mixing weight repairs.

The response to a diverging loop thus depends on the drive. If steps alternate in sign under voltage drive, reduce $\omega$ and try again. If a cold start under current drive with $\omega\le1$ grows without bound, this model has no steady state at that current, and no mixing weight will supply one. The numerical output below lists the values used here.

## Table of computed values

```
line width, height, length: 200, 400, 20000 angstrom
ambient resistivity: 0.100 angstrom (times hbar/e^2)
ambient k_B T0: 0.0260 eV; curvature b: 0.20
thermal conductivity/k_B: 0.85537 eV/(hbar angstrom)
substrate loss/k_B: 0.0010 eV/(hbar angstrom)
thermal length: 8272.2 angstrom; cells: 80
linear law: Ic grid 7.47761, continuum 7.47792 eV e/hbar
linear law, I=5.0 eV e/hbar: r measured 0.44711, (I/Ic)^2 0.44711
linear law, I=7.0 eV e/hbar: r measured 0.87633, (I/Ic)^2 0.87633
rounding error of one pass, linear runs: 8.3e-14 eV
I=2.0 eV e/hbar: peak rise 0.00244 eV, passes 8, r measured 0.07390, eigenvalue 0.07390
I=3.0 eV e/hbar: peak rise 0.00615 eV, passes 12, r measured 0.17429, eigenvalue 0.17429
I=4.0 eV e/hbar: peak rise 0.01330 eV, passes 18, r measured 0.33719, eigenvalue 0.33719
I=5.0 eV e/hbar: peak rise 0.03152 eV, passes 42, r measured 0.63446, eigenvalue 0.63446
at I=5: voltage 0.24368 eV/e, power 1.21840 eV^2/hbar
at I=5: substrate share 0.3398, end share 0.6602
early stop at I=5: last step 8.930e-06 eV, error 1.550e-05 eV, estimate 1.550e-05 eV
runaway current Istar: grid 5.38440, shooting 5.38466 eV e/hbar
runaway current Istar: 1.3106 mA
at Istar: peak rise 0.07063 eV, mean rise 0.04530 eV
at Istar: peak temperature 1121.3 K
at Istar: r = 1.000000
square-root coefficient C: line 0.98363, one cell 0.97174
1-I^2/Istar^2=1e-01: 1-r 0.311354, C*sqrt 0.311052
1-I^2/Istar^2=1e-02: 1-r 0.098355, C*sqrt 0.098363
1-I^2/Istar^2=1e-03: 1-r 0.031103, C*sqrt 0.031105
1-I^2/Istar^2=1e-04: 1-r 0.009836, C*sqrt 0.009836
Istar extrapolated from I=4 and 5: 5.37903 eV e/hbar, error -0.100 percent
I^2 below Istar^2 by 1e-04: converged in 1033 passes
I^2 above by 1e-04: escape in 637 passes, formula 638.8
smallest mean step above: 4.4759e-06 eV, formula 4.4764e-06 eV
mean rise 0.9 x fold: r 0.94847, decays in time
mean rise 1.1 x fold: r 1.04664, grows in time
hot state, 2 x fold mean: I 5.07850 eV e/hbar, V 0.95229 eV/e, peak rise 0.14428 eV
hot state: current-drive r 1.32768, lowest voltage-drive value -1.21928
hot state, voltage drive, weight 0.5: converged in 24 passes
```
